\section*{Mean relaxation time of a stretched exponential with exponent one half}

\section{Problem}

An oxide thin-film transistor is held under constant gate bias and constant illumination. Its threshold voltage drifts from its initial value towards a final one. Let $\Delta V(t)$ be the shift after a stress time $t$ and $\Delta V_\infty$ the shift at saturation. A fit to the measured curve gives
\begin{equation}
\Delta V(t)=\Delta V_\infty\,[1-\varphi(t)],\qquad
\varphi(t)=\exp\!\left[-\left(\frac{t}{\tau}\right)^{1/2}\right],
\label{eq:law}
\end{equation}
with $t\ge 0$ and a characteristic time $\tau>0$. The function $\varphi$ is the fraction of the final shift that is still to come. It is positive whatever the sign of $\Delta V_\infty$, because it equals $1-\Delta V/\Delta V_\infty$.

Take $\tau=1.0\times10^4$ s and $\Delta V_\infty=-4$ V. These are round model values, not data for a particular material. Assume that both stay constant during the stress and that the law holds up to saturation.

\begin{enumerate}
\item[(a)] Each small part of the shift arrives at some time $t$. What is the mean arrival time $\langle t\rangle$, weighted by the amount of shift that arrives?
\item[(b)] The mean can be written as the area under $\varphi(t)$. How long must the stress last before 99\% of this area lies inside the measured time window?
\item[(c)] Which distribution of simple exponential processes gives the same curve, and which of these processes carry the mean?
\end{enumerate}

\section{A tempting solution of part (a)}

Introduce the dimensionless variable
\begin{equation}
x=\left(\frac{t}{\tau}\right)^{1/2},\qquad t=\tau x^2 .
\label{eq:x}
\end{equation}
The remaining fraction becomes $e^{-x}$, an ordinary exponential. The fraction of the shift that arrives between $x$ and $x+dx$ is therefore $e^{-x}dx$, and the mean of $x$ follows by one integration by parts:
\begin{equation}
\langle x\rangle=\int_0^\infty x\,e^{-x}dx
=\left[-x\,e^{-x}\right]_0^\infty+\int_0^\infty e^{-x}dx=0+1=1 .
\label{eq:meanx}
\end{equation}
The value $x=1$ belongs to the time $t=\tau$, so the mean arrival time is $\tau$.

The answer looks sound. At $t=\tau$ the remaining fraction is $1/e$, just as for a single exponential $e^{-t/\tau}$, and the mean time of a single exponential is indeed its time constant.

\section{Where it fails}

Equation (\ref{eq:meanx}) is correct. The fault is in the sentence after it, which converts the mean of $x$ into a time. The quantity to be averaged is $t=\tau x^2$, so that
\begin{equation}
\langle t\rangle=\tau\langle x^2\rangle ,
\end{equation}
whereas the tempting solution used $\tau\langle x\rangle^2$. The two differ by $\tau$ times the variance of $x$. Since $\langle x\rangle=1$,
\begin{equation}
\left\langle (x-1)^2\right\rangle=\langle x^2\rangle-2\langle x\rangle+1
=\langle x^2\rangle-1 .
\end{equation}
The left side is positive because $x$ is spread out, so $\langle t\rangle$ must be larger than $\tau$. For a single exponential the corresponding variable is $x=t/\tau$. Time is then proportional to $x$, and the conversion does no harm.

A median, unlike a mean, may be carried over in this way, because $t$ increases steadily with $x$. Half of the shift has arrived when $e^{-x}=1/2$, that is, at $x=\ln 2$ and
\begin{equation}
t_{1/2}=\tau(\ln 2)^2=0.4805\,\tau\approx 4.8\times10^{3}\ \mathrm{s}.
\end{equation}

\section{Solution of part (a)}

In terms of time, the fraction of the shift that arrives between $t$ and $t+dt$ is $-\varphi'(t)\,dt$. It is positive because $\varphi$ falls, and the fractions add up to $\varphi(0)-\varphi(\infty)=1$. The derivative,
\begin{equation}
-\varphi'(t)=\frac{1}{2\sqrt{\tau t}}\,\varphi(t),
\label{eq:rate}
\end{equation}
diverges at $t=0$, but only as $t^{-1/2}$, which can be integrated. Integration by parts up to a time $T$ gives
\begin{equation}
\int_0^T t\,[-\varphi'(t)]\,dt=-T\varphi(T)+\int_0^T\varphi(t)\,dt .
\label{eq:parts}
\end{equation}
The boundary term at $t=0$ is zero. The one at $T$ equals $-\tau X^2e^{-X}$ with $X=(T/\tau)^{1/2}$, and it vanishes as $T\to\infty$. Hence
\begin{equation}
\langle t\rangle=\int_0^\infty\varphi(t)\,dt :
\label{eq:area}
\end{equation}
the mean arrival time is the area under the remaining fraction. This area is what is meant by the mean relaxation time.

Now use the substitution (\ref{eq:x}) with its differential, $dt=2\tau x\,dx$. The limits $0$ and $\infty$ are unchanged, and
\begin{equation}
\langle t\rangle=\int_0^\infty e^{-x}\,2\tau x\,dx
=2\tau\int_0^\infty x\,e^{-x}dx=2\tau ,
\label{eq:result}
\end{equation}
where the last integral is the one in (\ref{eq:meanx}). The average of $x^2$ gives the same value:
\begin{equation}
\langle x^2\rangle=\int_0^\infty x^2e^{-x}dx
=\left[-x^2e^{-x}\right]_0^\infty+2\int_0^\infty x\,e^{-x}dx=2 .
\label{eq:x2}
\end{equation}
The variance of $x$ is thus $2-1=1$, and it accounts for the whole of the missing time $\tau$.

For the model transistor, $\langle t\rangle=2\times10^4$ s, or about 5.6 h. At $t=\tau$ the shift is $-4\,(1-0.3679)\approx-2.53$ V. At $t=2\tau$ the remaining fraction is $e^{-\sqrt2}=0.2431$ and the shift is $-4\,(1-0.2431)\approx-3.03$ V. About a quarter of the drift is still to come when the mean time has passed. The area between the final and the actual shift is
\begin{equation}
\int_0^\infty[\Delta V_\infty-\Delta V(t)]\,dt
=\Delta V_\infty\int_0^\infty\varphi(t)\,dt
=2\tau\,\Delta V_\infty=-8\times10^4\ \mathrm{V\,s},
\end{equation}
negative because the shift is negative.

The factor two belongs to the exponent one half. For a general exponent $\beta>0$, set $x=(t/\tau)^\beta$, so that $t=\tau x^{1/\beta}$ and $dt=(\tau/\beta)\,x^{1/\beta-1}dx$. Then
\begin{equation}
\langle t\rangle=\frac{\tau}{\beta}\int_0^\infty x^{1/\beta-1}e^{-x}dx .
\end{equation}
For $\beta=1$ the integral is 1 and $\langle t\rangle=\tau$. For $\beta=1/2$ equation (\ref{eq:result}) returns. For $\beta=1/3$ the integral is the one in (\ref{eq:x2}), and $\langle t\rangle=3\tau\times2=6\tau$. Two fits with the same $\tau$ but different exponents can therefore describe different mean times, and a comparison of $\tau$ alone does not rank them by mean time.

\section{Solution of part (b)}

Stop the stress at time $T$, and let $X=(T/\tau)^{1/2}$ as before. The derivative of $-(1+x)e^{-x}$ is $-e^{-x}+(1+x)e^{-x}=x\,e^{-x}$, so the area collected so far is
\begin{equation}
A(T)=2\tau\int_0^X x\,e^{-x}dx=2\tau\left[1-(1+X)e^{-X}\right].
\label{eq:window}
\end{equation}
For a short stress, expansion in $X$ gives $(1+X)e^{-X}=1-X^2/2+X^3/3-\dots$, and therefore
\begin{equation}
A(T)\approx 2\tau\left(\frac{X^2}{2}-\frac{X^3}{3}\right)
=T\left[1-\frac23\left(\frac{T}{\tau}\right)^{1/2}\right].
\end{equation}
The leading term $T$ is what one expects while $\varphi$ is still close to one. For a long stress, $A(T)$ tends to $2\tau$.

The missing fraction of the area is $(1+X)e^{-X}$, while the remaining fraction of the shift is $e^{-X}$. The first is larger by the factor $1+X$, which grows with the length of the stress. The area thus converges later than the shift itself:

\begin{center}
\begin{tabular}{lll}
$T$ (s) & remaining shift & missing area \\
$10^4$ & 0.368 & 0.736 \\
$10^5$ & 0.042 & 0.176 \\
$10^6$ & 0.00005 & 0.0005
\end{tabular}
\end{center}

Both columns are fractions, the first of $\Delta V_\infty$ and the second of $2\tau$. At $T=10\tau$ the shift is 96\% complete, yet 18\% of the area is missing. To collect 99\% of it, one needs $(1+X)e^{-X}=0.01$. The solution is $X=6.638$, so that $T=X^2\tau\approx44\,\tau$, or $4.4\times10^5$ s.

At finite $T$ the area is not the same as the contribution to the mean from the parts that have already arrived. By (\ref{eq:parts}) that contribution is $A(T)-T\varphi(T)$, and $T\varphi(T)=2\tau\,(X^2/2)\,e^{-X}$, so its missing fraction is $(1+X+X^2/2)\,e^{-X}$. This is still 0.039 at $T=44\,\tau$, and it falls to 0.01 only at $X=8.41$, that is $T\approx71\,\tau$.

These figures suppose that $\Delta V_\infty$ is known. If the last reading is taken for the final shift instead, the parts that arrive after $T$ are left out altogether. The mean is then taken over the arrived parts alone, whose total weight is $1-\varphi(T)$. With (\ref{eq:parts}) this gives
\begin{equation}
\langle t\rangle_T=\frac{A(T)-T\varphi(T)}{1-\varphi(T)} .
\end{equation}
For $T=10^5$ s the collected area is $0.8238\times2\times10^4=1.648\times10^4$ s, and $T\varphi(T)=10^5\times0.0423=0.423\times10^4$ s. The result is
\begin{equation}
\langle t\rangle_T=\frac{(1.648-0.423)\times10^4\ \mathrm{s}}{0.958}
\approx1.28\times10^4\ \mathrm{s},
\end{equation}
which is 36\% below the true mean of the model. The fitted law avoids this loss by extrapolation. The value $2\tau$ then carries the uncertainty of the fitted parameters, and it rests on the assumption that the same law continues beyond the last reading. If a second degradation process sets in later, or if the stress conditions drift, that assumption fails.

\section{Solution of part (c)}

Look for a density $g(\theta)$ of lifetimes $\theta$ such that
\begin{equation}
\varphi(t)=\int_0^\infty g(\theta)\,e^{-t/\theta}\,d\theta ,\qquad
\int_0^\infty g(\theta)\,d\theta=1 .
\label{eq:mix}
\end{equation}
The following choice works. Let $\theta=2\tau z^2$, where $z>0$ has the half-normal density $(2/\pi)^{1/2}e^{-z^2/2}$. To verify it, put $r=(t/\tau)^{1/2}$ with $t>0$. Then $t/\theta=r^2/(2z^2)$, and the mixture in (\ref{eq:mix}) is
\begin{equation}
J=\sqrt{\frac2\pi}\int_0^\infty
\exp\!\left[-\frac12\left(z^2+\frac{r^2}{z^2}\right)\right]dz .
\end{equation}
Define $w=z-r/z$. Squaring gives $w^2=z^2-2r+r^2/z^2$, so the round bracket equals $w^2+2r$ and
\begin{equation}
J=\sqrt{\frac2\pi}\;e^{-r}\,I,\qquad I=\int_0^\infty e^{-w^2/2}\,dz .
\end{equation}
In $I$, replace $z$ by $r/z$. The differential becomes $-(r/z^2)\,dz$, the limits change places and absorb the minus sign, and $w$ becomes $-w$, which leaves $w^2$ as it was. Hence also
\begin{equation}
I=\int_0^\infty\frac{r}{z^2}\,e^{-w^2/2}\,dz .
\end{equation}
Add the two forms. Since $dw=(1+r/z^2)\,dz$, and $w$ rises from $-\infty$ to $\infty$ as $z$ goes from $0$ to $\infty$,
\begin{equation}
2I=\int_0^\infty\left(1+\frac{r}{z^2}\right)e^{-w^2/2}\,dz
=\int_{-\infty}^{\infty}e^{-w^2/2}\,dw=\sqrt{2\pi}.
\end{equation}
Thus $I=(\pi/2)^{1/2}$ and $J=e^{-r}=\varphi(t)$, as required. At $t=0$ the mixture is the normalization integral, which is 1.

To express the density in terms of $\theta$, use $z=(\theta/2\tau)^{1/2}$ and $dz/d\theta=1/(4\tau z)=1/[2\sqrt2\,(\tau\theta)^{1/2}]$:
\begin{equation}
g(\theta)=\sqrt{\frac2\pi}\;e^{-\theta/(4\tau)}\,
\frac{1}{2\sqrt2\,\sqrt{\tau\theta}}
=\frac{e^{-\theta/(4\tau)}}{2\sqrt{\pi\tau\theta}} .
\end{equation}
Very short lifetimes are dense, which produces the steep start of the drift. Long lifetimes are cut off exponentially on the scale $4\tau$.

The area under $e^{-t/\theta}$ is $\theta$. All integrands are positive, so the order of integration may be exchanged, and the area under $\varphi$ is the mean lifetime:
\begin{equation}
\int_0^\infty\varphi\,dt=\int_0^\infty\theta\,g(\theta)\,d\theta
=2\tau\langle z^2\rangle .
\end{equation}
Integration by parts, with $z\,e^{-z^2/2}$ as the factor to be integrated, gives
\begin{equation}
\langle z^2\rangle=\sqrt{\frac2\pi}\left(\left[-z\,e^{-z^2/2}\right]_0^\infty
+\int_0^\infty e^{-z^2/2}dz\right)=1 .
\label{eq:z2}
\end{equation}
The mean lifetime is $2\tau$, in agreement with part (a).

Lifetimes longer than this mean have $z>1$. Their share of the population is
\begin{equation}
p=\sqrt{\frac2\pi}\int_1^\infty e^{-z^2/2}dz
=\mathrm{erfc}\!\left(\frac1{\sqrt2}\right)=0.317 .
\end{equation}
Their share of the mean is the integral of $z^2$ over the same range. With lower limit 1, the boundary term in (\ref{eq:z2}) no longer vanishes but gives $e^{-1/2}$:
\begin{equation}
q=\sqrt{\frac2\pi}\left(e^{-1/2}+\int_1^\infty e^{-z^2/2}dz\right)
=\sqrt{\frac{2}{\pi e}}+p=0.801 .
\end{equation}
About a third of the processes, the slow ones, carry about 80\% of the mean.

The link between the fitted time and the mean lifetime can also be checked numerically on a finite population. Since the half-normal density is equivalent to (\ref{eq:law}), this checks the algebra, not whether a real device follows the law. A shift curve was built from 4000 exponential processes of equal weight, with lifetimes $2\tau z^2$ and $z$ placed at evenly spaced quantiles of the half-normal density. A stretched exponential with free amplitude, time and exponent was then fitted to it between $0.01\,\tau$ and $100\,\tau$. The fit returned an exponent of 0.500 and a time of $1.000\times10^4$ s. The arithmetic mean of the 4000 lifetimes was $2.000\times10^4$ s, and its ratio to the fitted time was 1.9997. These values are in the numerical output below. Their closeness to the ideal ones comes from the even spacing. The variance of $z^2$ is 2, so for 4000 randomly drawn values the mean lifetime alone would scatter by about $(2/4000)^{1/2}\approx2\%$.

The decomposition is a mathematical identity, and a good fit does not prove that independent traps with these lifetimes exist. Equation (\ref{eq:rate}) allows another reading of the same curve: a single population in which every member relaxes at the common rate $1/[2(\tau t)^{1/2}]$, which slows down as the stress goes on. Both pictures give the same $\varphi(t)$ and the same mean arrival time $2\tau$, so the drift curve under constant stress cannot decide between them.

\section*{Table of computed values}
\begin{verbatim}
characteristic time tau = 10000.0 s
final threshold shift = -4.000 V
mean relaxation time by quadrature = 20000.000 s
mean relaxation time = 5.556 h
mean time / tau = 2.000000 (no unit)
mean arrival time from increments = 20000.000 s
mean time of single exponential, same tau = 10000.000 s
remaining fraction at tau = 0.3679 (no unit)
shift at tau = -2.5285 V
remaining fraction at 2 tau = 0.2431 (no unit)
shift at 2 tau = -3.0275 V
half-shift time = 4804.5 s
half-shift time / tau = 0.4805 (no unit)
area between final and actual shift = -80000.0 V s
window 10000 s: area fraction = 0.26424 (no unit)
window 10000 s: missing area = 0.73576 (no unit)
window 10000 s: remaining shift = 0.367879 (no unit)
window 100000 s: area fraction = 0.82381 (no unit)
window 100000 s: missing area = 0.17619 (no unit)
window 100000 s: remaining shift = 0.042329 (no unit)
window 1000000 s: area fraction = 0.99950 (no unit)
window 1000000 s: missing area = 0.00050 (no unit)
window 1000000 s: remaining shift = 0.000045 (no unit)
sqrt(T/tau) for 99% of area = 6.6384 (no unit)
window T for 99% of area = 440677 s
window T for 99% of area / tau = 44.07 (no unit)
mean lifetime from density g = 20000.000 s
number share of lifetimes > 2 tau = 0.3173 (no unit)
share of mean from lifetimes > 2 tau = 0.8013 (no unit)
processes in finite population = 4000 (count)
population mean lifetime = 19996.7 s
fitted amplitude = -4.0000 V
fitted characteristic time = 10000.1 s
fitted exponent = 0.5000 (no unit)
population mean / fitted time = 1.9997 (no unit)
\end{verbatim}
